# Current-Induced Forces from the Adiabatic Expansion of the Scattering Matrix, part 1

(Sections cited here and not found follow in the second part.)

## I. From the scattering amplitude to the forces linear in velocity

Two electronic sites sit between two leads whose chemical potentials differ by 20 meV. One mechanical coordinate shifts the site energies in opposite directions, and another changes the hopping between the sites. If the two coordinates are carried slowly once around a circle of radius 2 pm, the electrons do on average 0.72 meV of work on them. This work comes from a force that depends on position alone. With equal chemical potentials the work on the same circle is zero to within a millionth of that value. A force with a potential would give zero in both cases, so the bias must have taken the potential away. To see how, we derive the electronic force on slow coordinates from the scattering matrix, together with its first correction in velocity and its fluctuations.

### The model and its exact scattering equation

Let $X_\nu$ be classical coordinates and $d_i$ the annihilation operators of a finite set of levels. The electrons do not interact with each other and are taken as spinless; two independent, identical spin species would double every force coefficient and noise strength below. The leads have channels $n$ with operators $c_n(\varepsilon)$, normalized by $\{c_n(\varepsilon),c_m^\dagger(\varepsilon')\}=\delta_{nm}\delta(\varepsilon-\varepsilon')$. In matrix notation

$$
H=d^\dagger h(X)d+\int d\varepsilon\left[\varepsilon\,c^\dagger(\varepsilon)c(\varepsilon)+c^\dagger(\varepsilon)Wd+d^\dagger W^\dagger c(\varepsilon)\right].\tag{1}
$$

The matrix $W$ (channels by levels) has the dimension of the square root of an energy. It depends neither on $\varepsilon$, which is the wide-band assumption, nor on $X$. We write $\partial_\nu=\partial/\partial X_\nu$ and $\Lambda_\nu=\partial_\nu h$.

The Heisenberg equations are

$$
i\hbar\dot d=hd+W^\dagger\!\int d\varepsilon\,c(\varepsilon),\qquad i\hbar\dot c(\varepsilon)=\varepsilon c(\varepsilon)+Wd.\tag{2}
$$

The second is solved from a time $t_0$ in the distant past:

$$
c(\varepsilon,t)=e^{-i\varepsilon t/\hbar}a(\varepsilon)-\frac{i}{\hbar}\int_{t_0}^{t}ds\,e^{-i\varepsilon(t-s)/\hbar}Wd(s),\tag{3}
$$

where $a(\varepsilon)=e^{i\varepsilon t_0/\hbar}c(\varepsilon,t_0)$ describes the incoming electrons. Integrate over $\varepsilon$. Since $\int d\varepsilon\,e^{-i\varepsilon(t-s)/\hbar}=2\pi\hbar\,\delta(t-s)$ and the delta function sits at the end of the time interval, half of it counts. The second term of (3) gives $-i\pi Wd(t)$, and therefore

$$
i\hbar\dot d=(h-i\pi W^\dagger W)d+W^\dagger\!\int d\varepsilon\,e^{-i\varepsilon t/\hbar}a(\varepsilon).\tag{4}
$$

Solving instead backwards from the distant future, with outgoing operators $b(\varepsilon)$, gives the same half delta function with the opposite sign. Equating the two expressions for $\int d\varepsilon\,c(\varepsilon,t)$ yields

$$
\int d\varepsilon\,e^{-i\varepsilon t/\hbar}b(\varepsilon)=\int d\varepsilon\,e^{-i\varepsilon t/\hbar}a(\varepsilon)-2\pi iWd(t).\tag{5}
$$

We assume that every level decays into the leads, so that the initial state of the levels has been forgotten. Then $d$ is linear in the incoming operators, $d(t)=\int d\varepsilon\,e^{-i\varepsilon t/\hbar}\psi(\varepsilon,t)a(\varepsilon)$. The time derivative in (4) acts on the exponential, giving $\varepsilon\psi$, and on $\psi$ itself. Comparing the coefficients of $a(\varepsilon)$,

$$
\left[\varepsilon+i\hbar\partial_t-h(X(t))+i\pi W^\dagger W\right]\psi(\varepsilon,t)=W^\dagger .\tag{6}
$$

By (5), the outgoing amplitude at time $t$ for an electron that came in with energy $\varepsilon$ is

$$
\mathcal S(\varepsilon,t)=1-2\pi iW\psi(\varepsilon,t).\tag{7}
$$

Equations (6) and (7) hold for any motion $X(t)$.

### The adiabatic expansion

If $X$ is at rest, (6) is solved with the retarded Green function $G=(\varepsilon-h+i\pi W^\dagger W)^{-1}$:

$$
\psi_0=GW^\dagger,\qquad S=1-2\pi iWGW^\dagger .\tag{8}
$$

This $S(\varepsilon,X)$ is the frozen scattering matrix. For slow motion put $\psi=\psi_0+\psi_1+\dots$ in (6) and collect the terms with one time derivative: $G^{-1}\psi_1=-i\hbar\partial_t\psi_0$. Differentiating $GG^{-1}=1$ gives $\partial_\nu G=-G(\partial_\nu G^{-1})G=G\Lambda_\nu G$, so

$$
\psi_1=-i\hbar\sum_\nu\dot X_\nu\,G^2\Lambda_\nu GW^\dagger .\tag{9}
$$

The correction to (7) is $\sum_\nu\dot X_\nu B_\nu$ with

$$
B_\nu=-2\pi iW(-i\hbar)G^2\Lambda_\nu GW^\dagger=-2\pi\hbar\,WG^2\Lambda_\nu GW^\dagger .\tag{10}
$$

Let $\Gamma$ denote the smallest level width; for levels that are not strongly non-orthogonal in decay, $G$ is at most of order $1/\Gamma$. The ratio of $\psi_1$ to $\psi_0$ is then of order $\hbar|\dot X\cdot\Lambda|/\Gamma^2$. At the next order a term with $\ddot X$ appears; for motion at angular frequency $\omega$ it is smaller than $\psi_1$ by $\hbar\omega/\Gamma$. Both ratios must be small. A level that is nearly decoupled from the leads violates these conditions first.

The amplitude $\mathcal S(\varepsilon,t)$ treats the incoming and outgoing sides unequally, since $\varepsilon$ is the incoming energy and $t$ the outgoing time. A symmetric description uses the mean time. The kernel that connects the outgoing field at $t$ with the incoming field at $t'$ is

$$
\int\frac{d\varepsilon}{2\pi\hbar}e^{-i\varepsilon(t-t')/\hbar}\,\mathcal S(\varepsilon,t)=\int\frac{d\varepsilon}{2\pi\hbar}e^{-i\varepsilon(t-t')/\hbar}\,S_W\!\left(\varepsilon,\tfrac{t+t'}2\right),\tag{11}
$$

which defines the Wigner form $S_W$. To first order, $S_W(\varepsilon,\frac{t+t'}2)=S_W(\varepsilon,t)-\frac{t-t'}2\partial_tS_W$. Under the integral the factor $t-t'$ equals $i\hbar\partial_\varepsilon$ acting on the exponential. Integration by parts moves the derivative to $S_W$ and changes the sign, so $\mathcal S=S_W+\frac{i\hbar}2\partial_\varepsilon\partial_tS$. Writing $S_W=S+\sum_\nu\dot X_\nu A_\nu$, we have

$$
B_\nu=A_\nu+\frac{i\hbar}{2}\partial_\varepsilon\partial_\nu S .\tag{12}
$$

Here $\partial_\nu S=-2\pi iWG\Lambda_\nu GW^\dagger$. With $\partial_\varepsilon G=-G^2$, the last term of (12) is $-\pi\hbar W(G^2\Lambda_\nu G+G\Lambda_\nu G^2)W^\dagger$. Subtracting it from (10),

$$
A_\nu=-\pi\hbar W(G^2\Lambda_\nu G-G\Lambda_\nu G^2)W^\dagger=\pi\hbar W(\partial_\varepsilon G\,\Lambda_\nu G-G\Lambda_\nu\,\partial_\varepsilon G)W^\dagger .\tag{13}
$$

For a single level all factors in the bracket commute and $A_\nu=0$. With several levels $A_\nu$ is in general not determined by the frozen $S$: it contains the internal matrices $G$ and $\Lambda_\nu$ in a different order. The velocity-dependent forces therefore need, in general, both $S$ and $A_\nu$.

### The mean force

The electronic force operator is $-\partial_\nu H=-d^\dagger\Lambda_\nu d$. Elastic forces from a potential $U(X)$ are separate. The coordinates, with masses $M_\nu$, obey

$$
M_\nu\ddot X_\nu=-\partial_\nu U+F_\nu-\sum_{\nu'}\gamma_{\nu\nu'}\dot X_{\nu'}+\xi_\nu ,\tag{14}
$$

where $F_\nu$ is the mean force at rest, the third term is the mean force linear in velocity, and $\xi_\nu$ is the fluctuation.

Electrons arriving from lead $\alpha$ have the Fermi function $f_\alpha(\varepsilon)$. Let $\Pi_\alpha$ project on the channels of that lead and let $f=\sum_\alpha f_\alpha\Pi_\alpha$. Then $\langle a_n^\dagger(\varepsilon)a_m(\varepsilon')\rangle=\delta_{nm}\delta(\varepsilon-\varepsilon')f_n(\varepsilon)$, and the mean force for any motion is

$$
\langle-d^\dagger\Lambda_\nu d\rangle=-\int d\varepsilon\,\mathrm{Tr}\left[f\,\psi^\dagger\Lambda_\nu\psi\right].\tag{15}
$$

At rest, $\psi=\psi_0$ and

$$
F_\nu=-\int d\varepsilon\,\mathrm{Tr}[fK_\nu],\qquad K_\nu=WG^\dagger\Lambda_\nu GW^\dagger .\tag{16}
$$

The integral converges at low energy because $K_\nu$ falls as $1/\varepsilon^2$.

To express (16) through $S$ we need one identity. Since $G^{-1}-(G^\dagger)^{-1}=2\pi iW^\dagger W$, multiplication by $G^\dagger$ from the left and $G$ from the right gives

$$
G^\dagger-G=2\pi i\,G^\dagger W^\dagger WG .\tag{17}
$$

With $S^\dagger=1+2\pi iWG^\dagger W^\dagger$ it follows that

$$
S^\dagger WG=WG+W(2\pi i\,G^\dagger W^\dagger WG)=WG^\dagger .\tag{18}
$$

One consequence is unitarity: $S^\dagger S=S^\dagger-2\pi iS^\dagger WGW^\dagger=S^\dagger-2\pi iWG^\dagger W^\dagger=1$. Another is

$$
S^\dagger\partial_\nu S=-2\pi i\,S^\dagger WG\Lambda_\nu GW^\dagger=-2\pi i\,K_\nu .\tag{19}
$$

Hence $-K_\nu=S^\dagger\partial_\nu S/(2\pi i)$, and the mean force is

$$
F_\nu=\int\frac{d\varepsilon}{2\pi i}\,\mathrm{Tr}\left[f\,S^\dagger\partial_\nu S\right].\tag{20}
$$

The force follows from how the scattering amplitudes of the occupied incoming states change when the coordinate is displaced.

### The force linear in velocity

Insert $\psi_0+\psi_1$ in (15). The two cross terms are complex conjugates, so the first-order force is $-2\,\mathrm{Re}\int d\varepsilon\,\mathrm{Tr}[f\psi_0^\dagger\Lambda_\nu\psi_1]$. Define

$$
z_{\nu\nu'}=\mathrm{Tr}\left[f\,WG^\dagger\Lambda_\nu G^2\Lambda_{\nu'}GW^\dagger\right].\tag{21}
$$

By (9) the force is $-2\,\mathrm{Re}\int d\varepsilon\sum_{\nu'}(-i\hbar)\dot X_{\nu'}z_{\nu\nu'}=-2\hbar\sum_{\nu'}\dot X_{\nu'}\int d\varepsilon\,\mathrm{Im}\,z_{\nu\nu'}$. Comparison with (14) gives

$$
\gamma_{\nu\nu'}=2\hbar\int d\varepsilon\,\mathrm{Im}\,z_{\nu\nu'} .\tag{22}
$$

We split $\gamma=\gamma^s+\gamma^a$. A subscript $s$ or $a$ means half the sum or half the difference of an expression and its counterpart with $\nu$ and $\nu'$ exchanged. The power delivered by the velocity force is $-\sum\dot X_\nu\gamma_{\nu\nu'}\dot X_{\nu'}$, in which $\gamma^a$ cancels. Thus $\gamma^s$ is the friction matrix, and $\gamma^a$ gives a force perpendicular to the velocity that does no work. For two coordinates the latter is $(-\gamma^a_{12}\dot X_2,\ \gamma^a_{12}\dot X_1)$, which has the form of the Lorentz force on a charge moving in a plane with a magnetic field normal to it. It is called the Berry force.

**Friction.** From (8), $\partial_\nu S^\dagger=2\pi iWG^\dagger\Lambda_\nu G^\dagger W^\dagger$. Multiply by (10) and replace $G^\dagger W^\dagger WG$ by $(G^\dagger-G)/(2\pi i)$:

$$
\begin{aligned}
\partial_\nu S^\dagger B_{\nu'}&=-4\pi^2i\hbar\,WG^\dagger\Lambda_\nu\,(G^\dagger W^\dagger WG)\,G\Lambda_{\nu'}GW^\dagger\\
&=2\pi\hbar\,WG^\dagger\Lambda_\nu G^2\Lambda_{\nu'}GW^\dagger-2\pi\hbar\,WG^\dagger\Lambda_\nu G^\dagger G\Lambda_{\nu'}GW^\dagger .
\end{aligned}\tag{23}
$$

Take the trace with $f$. The first term is $2\pi\hbar z_{\nu\nu'}$. Complex conjugation of the second trace exchanges $\nu$ and $\nu'$, so its symmetric part is real and drops out of the imaginary part. Therefore

$$
\gamma^s_{\nu\nu'}=\frac1\pi\int d\varepsilon\,\mathrm{Im}\,\mathrm{Tr}\left[f\,\partial_\nu S^\dagger B_{\nu'}\right]_s .\tag{24}
$$

Now insert (12). The part with $\partial_\varepsilon\partial_{\nu'}S$ is $\frac{\hbar}{2\pi}\int d\varepsilon\,\mathrm{Re}\,\mathrm{Tr}[f\partial_\nu S^\dagger\partial_\varepsilon\partial_{\nu'}S]_s$. For one lead let $g=\mathrm{Tr}[\Pi_\alpha\partial_\nu S^\dagger\partial_{\nu'}S]_s$. In $\partial_\varepsilon g$ the derivative acts on either factor, and after symmetrization the two results are complex conjugates. Thus $\partial_\varepsilon g=2\,\mathrm{Re}\,\mathrm{Tr}[\Pi_\alpha\partial_\nu S^\dagger\partial_\varepsilon\partial_{\nu'}S]_s$, and integration by parts puts the derivative on $f_\alpha$:

$$
\gamma^s_{\nu\nu'}=\frac{\hbar}{4\pi}\int d\varepsilon\sum_\alpha(-\partial_\varepsilon f_\alpha)\mathrm{Tr}\left[\Pi_\alpha\partial_\nu S^\dagger\partial_{\nu'}S\right]_s+\frac1\pi\int d\varepsilon\,\mathrm{Im}\,\mathrm{Tr}\left[f\,\partial_\nu S^\dagger A_{\nu'}\right]_s .\tag{25}
$$

The first term cannot be negative for any direction of motion: contracted with velocities $v_\nu$ it contains $\mathrm{Tr}[\Pi_\alpha Q^\dagger Q]$ with $Q=\sum_\nu v_\nu\partial_\nu S$. The second term has no such property, so the derivation does not guarantee positive friction under bias.

**Berry force.** The derivative of (10) contains

$$
\partial_\nu(G^2\Lambda_{\nu'}G)=G\Lambda_\nu G^2\Lambda_{\nu'}G+G^2\Lambda_\nu G\Lambda_{\nu'}G+G^2\Lambda_{\nu'}G\Lambda_\nu G+G^2(\partial_\nu\partial_{\nu'}h)G .\tag{26}
$$

Every term begins with $G$, so (18) turns $S^\dagger WG$ into $WG^\dagger$ in each. The first term then gives $-2\pi\hbar z_{\nu\nu'}$ in $\mathrm{Tr}[fS^\dagger\partial_\nu B_{\nu'}]$. The second and third together are symmetric in $\nu,\nu'$, as is the fourth, and they cancel in the antisymmetric part. The difference between $B_{\nu'}$ and $A_{\nu'}$ contributes $\partial_\nu\partial_{\nu'}\partial_\varepsilon S$, which is symmetric too. Equation (22) becomes

$$
\gamma^a_{\nu\nu'}=-\frac1\pi\int d\varepsilon\,\mathrm{Im}\,\mathrm{Tr}\left[f\,S^\dagger\partial_\nu A_{\nu'}\right]_a .\tag{27}
$$

At least two coordinates are needed for this force, and at least two levels, since $A_\nu$ vanishes for one.

## II. Noise, equilibrium and the curl under bias

The levels have Hamiltonian $h(X)$ with $\Lambda_\nu=\partial_\nu h$, the coupling to the leads is $W$, and $G=(\varepsilon-h+i\pi W^\dagger W)^{-1}$. The frozen scattering matrix is $S=1-2\pi iWGW^\dagger$, and $f=\sum_\alpha f_\alpha\Pi_\alpha$ holds the occupations of the incoming channels. The force matrix $K_\nu=WG^\dagger\Lambda_\nu GW^\dagger$ satisfies $S^\dagger\partial_\nu S=-2\pi iK_\nu$. The mean force is (20), and the velocity coefficients are $\gamma_{\nu\nu'}=2\hbar\int d\varepsilon\,\mathrm{Im}\,z_{\nu\nu'}$ with $z_{\nu\nu'}$ from (21). Their symmetric part is friction and their antisymmetric part the Berry force.

### The noise

At frozen $X$ the force operator is

$$
-d^\dagger\Lambda_\nu d=-\iint d\varepsilon\,d\varepsilon'\,e^{i(\varepsilon-\varepsilon')t/\hbar}a^\dagger(\varepsilon)K_\nu(\varepsilon,\varepsilon')a(\varepsilon'),\tag{28}
$$

with $K_\nu(\varepsilon,\varepsilon')=WG^\dagger(\varepsilon)\Lambda_\nu G(\varepsilon')W^\dagger$. Subtracting the mean leaves $\xi_\nu$. The incoming electrons are uncorrelated, so Wick's theorem pairs the creation operator of each force with the annihilation operator of the other:

$$
\langle\xi_\nu(t)\xi_{\nu'}(0)\rangle=\iint d\varepsilon\,d\varepsilon'\,e^{i(\varepsilon-\varepsilon')t/\hbar}\sum_{nm}f_n(\varepsilon)[1-f_m(\varepsilon')]\,[K_\nu(\varepsilon,\varepsilon')]_{nm}[K_{\nu'}(\varepsilon',\varepsilon)]_{mn}.\tag{29}
$$

A coordinate that is slow compared with the decay of this correlation responds to its time integral. We write the symmetrized correlation as $D_{\nu\nu'}\delta(t-t')$. The time integral of the exponential is $2\pi\hbar\,\delta(\varepsilon-\varepsilon')$, and the opposite operator order gives the same expression with $\nu$ and $\nu'$ exchanged. Hence

$$
D_{\nu\nu'}=2\pi\hbar\int d\varepsilon\sum_{nm}f_n(1-f_m)\left\{[K_\nu]_{nm}[K_{\nu'}]_{mn}\right\}_s .\tag{30}
$$

Set $Y_\nu=S^\dagger\partial_\nu S$. Then $K_\nu=\frac{i}{2\pi}Y_\nu$. Since $K_\nu$ is Hermitian, it also equals $-\frac{i}{2\pi}Y_\nu^\dagger$. Using the second form for the first factor and the first form for the second,

$$
D_{\nu\nu'}=\frac{\hbar}{2\pi}\int d\varepsilon\sum_{\alpha\beta}f_\alpha(1-f_\beta)\,\mathrm{Tr}\left[\Pi_\alpha Y_\nu^\dagger\Pi_\beta Y_{\nu'}\right]_s .\tag{31}
$$

Contracted with real numbers $v_\nu$, the integrand is a sum of terms $f_n(1-f_m)|\sum_\nu v_\nu[Y_\nu]_{mn}|^2$, so $D$ has no negative eigenvalue. White noise requires more than the mean force does: besides $\hbar\omega\ll\Gamma$, the Fermi functions in (29) must be smooth on the scale $\hbar\omega$, which is ensured by $\hbar\omega\ll k_BT$.

The mean force, the friction and Berry coefficients, and the noise strength have now been derived from the scattering description of electrons acting on slow coordinates. It remains to examine their equilibrium limit, to show why a bias can give the mean force a curl, and to evaluate the results for the two-level example.
